# Why extended electron states average out site-energy disorder

## 1. Definitions and conventions

One electron moves on a cluster of $N$ sites, with one orbital $|i\rangle$ per site. Its Hamiltonian is

$$H=H_0+V,\qquad V=\sum_i \varepsilon_i\,|i\rangle\langle i| .$$

The site energies $\varepsilon_i$ are random and independent, with mean zero and finite standard deviation $\sigma$. Angle brackets with the subscript "dis" denote the average over disorder samples, and "spread" means the standard deviation over samples.

The clean part $H_0$ describes a simple cubic cluster with $L$ sites per edge, $N=L^3$ and spacing $a$. It has $-t$ between nearest neighbours and $6t$ on the diagonal. With periodic boundaries and $L\ge 3$, its plane waves have energies

$$\Delta_{\mathbf k}=2t\sum_{\alpha=x,y,z}(1-\cos k_\alpha a).$$

For small $k$ this is $ta^2k^2$. Setting it equal to $\hbar^2k^2/2m$ gives $t=\hbar^2/(2ma^2)$. The lowest state is uniform, $\psi_i=1/\sqrt N$, and has energy zero.

A normalized state has site weights $p_i=|\psi_i|^2$ with $\sum_i p_i=1$. Its participation number is $N_{\rm eff}=1/\sum_i p_i^2$.

The numerical example uses $m=0.34$ electron masses, $a=0.33$ nm, $\sigma=200$ meV and 300 K. Then $t=1.029$ eV and $k_BT=25.9$ meV. The main cluster has $L=6$, so $N=216$ and the edge is 1.98 nm.

## 2. The first contribution: averaging in a fixed state

Replace $V$ by $\lambda V$ and follow a non-degenerate normalized eigenstate:

$$(H_0+\lambda V)|\psi\rangle=E|\psi\rangle .$$

Differentiate with respect to $\lambda$ and project on $\langle\psi|$:

$$\langle\psi|V|\psi\rangle+\langle\psi|(H_0+\lambda V-E)|\psi'\rangle
=\frac{dE}{d\lambda}\langle\psi|\psi\rangle .$$

The second term vanishes because the Hermitian operator $H_0+\lambda V-E$, acting to the left, gives zero on $\langle\psi|$. With $\langle\psi|\psi\rangle=1$, the first-order shift at $\lambda=0$ is

$$E_1=\langle\psi|V|\psi\rangle=\sum_i p_i\varepsilon_i .$$

The electron's energy therefore contains a weighted average of the site energies. Its mean is zero and its variance is

$$\langle E_1^2\rangle_{\rm dis}=\sum_{ij}p_ip_j\langle\varepsilon_i\varepsilon_j\rangle_{\rm dis}
=\sigma^2\sum_i p_i^2=\frac{\sigma^2}{N_{\rm eff}} .$$

Independence removes the terms with $i\ne j$. For equal weights $p_i=1/N$, the sum is $N\times 1/N^2=1/N$, and

$$\boxed{\;\mathrm{spread}(E_1)=\frac{\sigma}{\sqrt N}\;}$$

Two factors compete here. A sum of $N$ independent energies has spread $\sqrt N\,\sigma$, because variances add. Normalization gives each energy the weight $1/N$. The product is $\sigma/\sqrt N$. Without normalization, with amplitude one on every site, the spread would grow with $N$.

The potential in the material has not become smoother: each site energy still has spread $\sigma$. What has narrowed is the energy distribution of a state that samples many sites at once.

For the main cluster,

$$\frac{200\ \text{meV}}{\sqrt{216}}=\frac{200\ \text{meV}}{14.70}=13.6\ \text{meV}.$$

The spread equals $k_BT$ when $N=(\sigma/k_BT)^2\approx 60$ sites, if site energies are the sole disorder.

The law was tested on the lowest eigenvalue of the full random Hamiltonian, which is not restricted to first order. With 1000 Gaussian samples per size, the spreads were 39.06, 24.70, 17.96 and 13.95 meV for $N=27$, 64, 125 and 216. The rule gives 38.49, 25.00, 17.89 and 13.61 meV. The relative sampling error of a standard deviation is about $1/\sqrt{2000}=2.2\%$, and the largest difference, 2.5% at $N=216$, is consistent with it. The fitted power of $N$ is $-0.495$, against $-1/2$.

## 3. Uneven weights

The Cauchy–Schwarz inequality gives

$$1=\Big(\sum_i 1\cdot p_i\Big)^2\le N\sum_i p_i^2 ,$$

so $N_{\rm eff}\le N$, with equality for equal weights. A state that covers $N$ sites unevenly averages less well than $\sigma/\sqrt N$ suggests.

Hard walls provide a case that can be worked out. Along one direction the lowest state is proportional to $\sin(\pi j/M)$, with $M=L+1$ and $j=1,\dots,L$. Since $\sum_j\sin^2(\pi j/M)=M/2$, the weights are $p_j=(2/M)\sin^2(\pi j/M)$. Next use

$$\sin^4x=\tfrac38-\tfrac12\cos2x+\tfrac18\cos4x .$$

For $M\ge3$ both cosines sum to zero over $j=0,\dots,M-1$, and the added term $j=0$ contributes nothing to the sum of $\sin^4$. Hence

$$\sum_jp_j^2=\frac{4}{M^2}\cdot\frac{3M}{8}=\frac{3}{2M}.$$

The chain has $N_{\rm eff}=2(L+1)/3$. The weights of the cube are products of three chain weights, so

$$N_{\rm eff}^{\rm cube}=\left[\frac{2(L+1)}{3}\right]^3,\qquad L\ge2 .$$

For a chain of 12 sites, $N_{\rm eff}=8.667$ and the predicted spread is $200/\sqrt{8.667}=67.94$ meV. Enumerating all $2^{12}$ sign patterns of site energies $\pm\sigma$ gives the same 67.94 meV; equal weights would give 57.74 meV. For the cube with $L=6$, $N_{\rm eff}=101.6$ and the spread is 19.8 meV. The unevenness costs a factor of about 1.5 relative to the uniform state.

## 4. The second contribution: adjustment of the state

The averaging argument held the state fixed. The true lowest state shifts weight towards low site energies. To isolate this effect in the periodic cluster, write

$$\varepsilon_i=\bar\varepsilon+\delta_i,\qquad \bar\varepsilon=\frac1N\sum_i\varepsilon_i .$$

The part $\bar\varepsilon$ multiplies the identity operator. It shifts every eigenvalue equally and changes no eigenstate. The lowest energy is therefore

$$E_0=\bar\varepsilon+f(\delta_1,\dots,\delta_N).$$

For Gaussian site energies, $\bar\varepsilon$ and the $\delta_i$ are jointly Gaussian, and

$$\langle\bar\varepsilon\,\delta_i\rangle_{\rm dis}
=\langle\bar\varepsilon\,\varepsilon_i\rangle_{\rm dis}-\langle\bar\varepsilon^2\rangle_{\rm dis}
=\frac{\sigma^2}{N}-\frac{\sigma^2}{N}=0 .$$

Uncorrelated jointly Gaussian variables are independent, so

$$\mathrm{Var}\,E_0=\frac{\sigma^2}{N}+\mathrm{Var}\,f .$$

In this Gaussian periodic model, adjustment of the state can only add to the variance. For other distributions $\bar\varepsilon$ and $f$ may be correlated.

To leading order, $f$ is the second-order energy:

$$f\simeq-\sum_{\mathbf k\ne0}\frac{|v_{\mathbf k}|^2}{\Delta_{\mathbf k}},\qquad
v_{\mathbf k}=\langle\mathbf k|V|0\rangle=\frac1N\sum_i\varepsilon_ie^{-i\mathbf k\cdot\mathbf r_i}.$$

The minus sign appears because every other clean state lies above the uniform one. Independence gives $\langle|v_{\mathbf k}|^2\rangle_{\rm dis}=N\sigma^2/N^2=\sigma^2/N$, and therefore

$$\langle f\rangle_{\rm dis}=-\frac{\sigma^2}{N}\sum_{\mathbf k\ne0}\frac1{\Delta_{\mathbf k}} .$$

For the variance, combine the plane waves $\mathbf k$ and $-\mathbf k$, which have equal energy, into real orthonormal functions $u_q(i)$. Define $\eta_q=\sum_iu_q(i)\varepsilon_i$. An orthogonal rotation of independent Gaussians of equal variance yields independent Gaussians of variance $\sigma^2$. In these variables

$$f\simeq-\frac1N\sum_{q\ne0}\frac{\eta_q^2}{\Delta_q}.$$

Since $\langle\eta_q^4\rangle_{\rm dis}=3\sigma^4$, the variance of $\eta_q^2$ is $3\sigma^4-\sigma^4=2\sigma^4$. Adding independent terms,

$$\mathrm{Var}\,f\simeq\frac{2\sigma^4}{N^2}\sum_{q\ne0}\frac1{\Delta_q^2}.$$

Relative to $\sigma^2/N$, the excess variance is

$$R=2\sigma^2S_2,\qquad S_2=\frac1N\sum_{q\ne0}\frac1{\Delta_q^2}.$$

For $L=6$ the formulas give a mean shift of $-8.37$ meV and a spread of 1.013 meV. The random Hamiltonians gave $-8.41$ and 1.033 meV. The shift is comparable to the 13.6 meV spread, but it is nearly the same in every sample and moves the level without broadening it much. The excess variance is $R=0.0055$, about half a percent.

## 5. Why hopping is part of the cause

The small value of $R$ comes from the energy denominators. The first gap of the main cluster is $2t(1-\cos60^\circ)=t=1.029$ eV, while the typical coupling to another plane wave is $\sigma/\sqrt N=13.6$ meV. Hopping keeps the state extended, and the extended state then averages.

This rigidity weakens with size. At long wavelength $k=2\pi n/L$ in units of $1/a$, so $\Delta\simeq t(2\pi/L)^2n^2$ with $\mathbf n$ a vector of integers. Then

$$S_2\approx\frac1{L^3}\left(\frac{L}{2\pi}\right)^4\frac1{t^2}\sum_{\mathbf n\ne0}\frac1{n^4}\;\propto\;\frac{L}{t^2}.$$

The sum converges in three dimensions, because the number of vectors in a shell grows as $n^2$. The computed $R$ is 0.0104, 0.0201 and 0.0394 for $L=12$, 24 and 48, close to doubling each time. Linear extrapolation reaches $R=1$ near $L\approx1200$, an edge of about 0.4 µm. This is a rough upper scale for the rigid-state picture, not the point where it ends, and it holds for independent site energies of 200 meV. The scale varies inversely with the long-wavelength variance of the disorder: the blocks of eight and the 10% hopping disorder introduced below replace $\sigma^2$ by $8\sigma^2+12s^2$ and shorten it to about 110 sites, or 40 nm. The state becomes uneven earlier: to leading order $N/N_{\rm eff}\approx1+2R$, so at $R=0.1$ this estimate already puts the participation number about one sixth below $N$. Higher orders add to the loss: clusters with $L=6$ to 10 and $\sigma$ raised to give $R=0.1$ fall about a fifth below $N$. Perturbation theory fails before $R$ reaches one, so the extrapolation gives no more than a scale.

The opposite limit is $\sigma\gg t$. The electron then settles near the deepest site instead of averaging. For $N=64$ and an artificial $\sigma=10$ eV, the lowest state had a mean $N_{\rm eff}$ of 1.12, and its energy spread was 3.62 times $\sigma/\sqrt N$. At $\sigma=0.2$ eV on the same cluster, the values were 63.50 and 0.99. The strong-disorder spread, $3.62\times10/8\approx4.5$ eV, is still below 10 eV. That narrowing has another origin: as $t\to0$ the level follows the minimum of 64 Gaussian energies, and for this distribution the minimum varies less than a single energy does.

## 6. Disorder that averages less, or not at all

**Correlated site energies.** If $\langle\varepsilon_i\varepsilon_j\rangle_{\rm dis}=C_{ij}$, the terms with $i\ne j$ survive and $\mathrm{Var}\,E_1=\sum_{ij}p_ip_jC_{ij}$. Suppose the sites form $N/M$ independent blocks, each with $M$ equal energies. The uniform state averages $N/M$ independent numbers, so

$$\mathrm{spread}(E_1)=\frac{\sigma}{\sqrt{N/M}}=\sigma\sqrt{\frac MN}.$$

For blocks of $2\times2\times2$ sites, $M=8$, and the main cluster's spread rises from 13.6 to 38.5 meV. A test on $N=64$ gave 70.9 meV for the lowest eigenvalue, against 70.7 meV from the formula. The count that matters is the number of independent regions covered.

**Cauchy disorder.** When the variance is infinite, the rule $\sigma/\sqrt N$ does not apply, and narrowing can be absent altogether. A Cauchy distribution of half-width $\gamma$ has characteristic function $e^{-\gamma|s|}$. The average of $N$ independent values has $[e^{-\gamma|s|/N}]^N=e^{-\gamma|s|}$, the same distribution. Extension then brings no narrowing of the first-order shift. Sampling averages of 216 values gave a half-width 1.009 times that of one site.

## 7. The third contribution: disorder in the hopping

Let the hopping on bond $b$ change from $t$ to $t+\tau_b$, where the $\tau_b$ are independent of one another and of the site energies, with mean zero and spread $s$. The diagonal is held fixed. Each bond enters the uniform state's energy twice, once for each direction of hopping:

$$E_1^{\rm hop}=-\frac2N\sum_b\tau_b .$$

A periodic simple cubic cluster has $3N$ bonds, so

$$\mathrm{Var}\,E_1^{\rm hop}=\frac4{N^2}\cdot3N\,s^2=\frac{12s^2}{N}.$$

The corresponding spread, $\sqrt{12}\,s/\sqrt N$, also falls as $1/\sqrt N$. It exceeds the site-energy part when $s>\sigma/\sqrt{12}\approx58$ meV, or about 6% of $t$. A 10% spread gives $s=103$ meV and

$$103\ \text{meV}\times\sqrt{12/216}=24.3\ \text{meV}.$$

Adding variances gives $\sqrt{13.6^2+24.3^2}=27.8$ meV. For $N=64$, the lowest eigenvalue with both kinds of disorder had a spread of 52.2 meV, against 51.1 meV from the formula. The number of sites needed to bring the spread down to $k_BT$ rises from 60 to $(200^2+12\times103^2)/25.9^2\approx250$.

## 8. Weighing the contributions

For the periodic cluster of 216 sites:

| Contribution | Spread (meV) |
|---|---:|
| One site, no averaging | 200 |
| Independent site energies | 13.6 |
| Adjustment of the state, independent Gaussian site energies | 1.0 |
| Site energies in blocks of 8 | 38.5 |
| Hopping disorder, 10% | 24.3 |

The blocks replace the independent site energies; the two rows are not added. Adjustment of the state is minor at this size; with blocks or hopping disorder its spread grows to several meV, still only a few percent of the variance. Correlation and hopping disorder are not: each can outweigh the basic term.

A separate question is whether disorder could itself confine the electron to such a region. With hard walls, each direction costs $2t[1-\cos(\pi/(L+1))]$, so the total is

$$6t\left[1-\cos\frac{\pi}{7}\right]=0.611\ \text{eV}.$$

The corresponding disorder spread is 19.8 meV, some thirty times smaller. Hard walls overstate the cost. A finite well binds earlier: a sphere of the same volume has radius $r=3.72\,a$ and binds at a depth $\pi^2ta^2/(4r^2)\approx0.18$ eV. That is about 13 times the 13.6 meV spread of the mean site energy, but only about four times the combined spread of Section 9. A typical fluctuation of this size is therefore too weak to hold the electron, with a margin well below thirty. It also shows why $\sigma/\sqrt N$ should not be read as a band-tail width. Here $N$ is prescribed, whereas in a tail state the size follows from the balance of kinetic and potential energy.

## 9. The real case

The mass and spacing are rough values for amorphous indium gallium zinc oxide, whose conduction band is formed largely by spherical metal $s$ orbitals. These overlap between neighbouring cations, which favours extended states. The values of $\sigma$ and the hopping spread are round assumptions, not measurements. Real films have several cation species and an irregular network, so site energies may vary more than assumed. Doubling $\sigma$ doubles the first-order spread to 27 meV and, for Gaussian energies, raises $R$ fourfold, to about 0.02. Species disorder is not Gaussian. If it is skewed, $\bar\varepsilon$ and $f$ are correlated and the variance changes by a further fraction $-2S_1\langle\varepsilon^3\rangle_{\rm dis}/\sigma^2$ at leading order, with $S_1=N^{-1}\sum_{\mathbf k\ne0}1/\Delta_{\mathbf k}=0.209$ eV$^{-1}$. For two species in the ratio 1:2 at the doubled $\sigma$ this is roughly 10%, of either sign, and larger than $R$. Real films also break the assumptions of independent site energies and uniform hopping. Blocks of eight together with 10% hopping disorder, taken as independent, give $\sqrt{38.5^2+24.3^2}\approx46$ meV, over three times the simple result.

At an electron density of $10^{19}$ cm$^{-3}$ there are 0.078 electrons per cluster volume, so double occupation is not forced by the density, though screening and interactions remain outside the model. The first gap is 39.8 $k_BT$, and thermal excitation within the isolated cluster is negligible. A continuous film has no such gap, and its electrons occupy a range of states. For a parabolic band of this mass at 300 K the effective density of states is $5\times10^{18}$ cm$^{-3}$, so at $10^{19}$ cm$^{-3}$ the gas is degenerate, with the Fermi level about $1.4\,k_BT$ above the band edge. The thermal wavelength, 7.4 nm, is also well above the 2 nm cluster edge. The model treats only the lowest state of a cluster of prescribed size, so it does not determine which $N$, if any, describes them. The numerical output below lists the values used.

## Numbers as computed

```
mass 0.34 m_e, spacing 0.33 nm, hopping t = 1.029 eV
site-energy spread 200 meV, kT at 300 K = 25.9 meV
main cluster: L = 6, N = 216, edge 1.98 nm
12-site open chain: N_eff = 8.667, enumerated spread 67.94 meV
  equal weights on the 12 sites would give 57.74 meV
lowest eigenvalue over 1000 samples, against sigma/sqrt(N):
  N =  27: measured 39.06 meV, rule 38.49 meV
  N =  64: measured 24.70 meV, rule 25.00 meV
  N = 125: measured 17.96 meV, rule 17.89 meV
  N = 216: measured 13.95 meV, rule 13.61 meV
  fitted power of N: -0.495
second-order mean shift: formula -8.37, measured -8.41 meV
second-order spread: formula 1.013, measured 1.033 meV
correlation of mean site energy and remainder: -0.010
relative excess variance at L = 6: 0.0055
  relative excess variance at L = 12: 0.0104
  relative excess variance at L = 24: 0.0201
  relative excess variance at L = 48: 0.0394
extrapolated edge where excess equals rule: 1245 sites, 411 nm
hard-wall cube: N_eff = 101.6, spread 19.8 meV
  kinetic cost of confinement 0.611 eV
blocks of 8, N = 64: measured 70.9, rule 70.7 meV
  blocks of 8, N = 216: rule 38.5 meV
site + hopping disorder, N = 64: measured 52.2, rule 51.1 meV
  hopping spread 103 meV; its part at N = 216: 24.3 meV
  site and hopping parts together at N = 216: 27.8 meV
N = 64, site spread 0.2 eV: mean N_eff 63.50, spread/rule 0.99
N = 64, site spread 10.0 eV: mean N_eff 1.12, spread/rule 3.62
Cauchy energies, N = 216: half-width of average / single site = 1.009
main result: spread 200 meV on one site, 13.6 meV on 216 sites
reduction factor sqrt(N) = 14.70
sites needed for spread = kT: 59.9
first level gap of cluster 1.029 eV = 39.8 kT
electrons per cluster at 1e+19 cm^-3: 0.078
```
